# Roughening temperature of a crystal surface from its renormalised stiffness, part 2

A crystal surface of height $h(\mathbf r)$ above a reference plane of area $A$, with layer height $a$, has the energy

$$H=\int d^2r\left[\frac{\tilde\gamma}{2}|\nabla h|^2-V\cos(kh)\right],\qquad k=\frac{2\pi}{a}. \tag{1}$$

The problem is to find its stiffness at the roughening temperature $T_R$, for classical statistics, small slopes and weak locking. The stiffness $\tilde\gamma$ and locking amplitude $V$ are energies per area, and $b$ is the short-distance cutoff. Unequal principal stiffnesses enter as $\tilde\gamma=\sqrt{\tilde\gamma_x\tilde\gamma_y}$, after stretching $x=s\,x'$, $y=y'/s$, $s=(\tilde\gamma_x/\tilde\gamma_y)^{1/4}$. Otherwise $y$ is the locking strength: $K=\tilde\gamma a^2/k_BT$, $y=Vb^2/k_BT$. The free energy per reference area at mean slope $\mathbf p$ is $f(\mathbf p)$.

Without locking, the plane-wave amplitudes $h_{\mathbf q}$ and the mean square height difference $g(r)$ obey

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{A\tilde\gamma q^2}, \tag{4}$$

$$g(r)=\frac{k_BT}{\pi\tilde\gamma}\left[\ln\frac rb+C_b\right],\qquad r\gg1/\Lambda , \tag{5}$$

where $\Lambda$ is the largest wave number and $C_b$ depends on the cutoff. $V$ is the blurred form of the amplitude $V_0$ multiplying the cosine of the full height:

$$V_0^2e^{-k^2g(r)/2}=V^2\left(\frac rb\right)^{-2\pi/K},\qquad V=V_0e^{-\pi C_b/K}. \tag{7}$$

As the cutoff grows to $be^l$,

$$\frac{dK}{dl}=\pi^3y^2,\qquad\frac{dy}{dl}=\left(2-\frac\pi K\right)y. \tag{13}$$

At $l\to\infty$, $K$ becomes $K_R=\tilde\gamma_Ra^2/k_BT$, with $\tilde\gamma_R$ the large-surface stiffness. With $\varphi(K)=2K-\pi\ln K$, the flow conserves

$$I=\varphi(K)-\frac{\pi^3y^2}{2} \tag{14}$$

The minimum of $\varphi$ is $\varphi_{\min}=\pi-\pi\ln(\pi/2)$, at $K=\pi/2$. From a start at $K<\pi/2$, the surface is rough with $K_R<\pi/2$ if $I>\varphi_{\min}$, and locks to a layer if $I<\varphi_{\min}$. Equality defines $T_R$, where

$$K_R=\frac{\tilde\gamma_R(T_R)a^2}{k_BT_R}=\frac\pi2\quad\Longrightarrow\quad k_BT_R=\frac2\pi\tilde\gamma_R(T_R)a^2 . \tag{15}$$

The closing list of values also includes earlier checks: the height-correlation exponent $2\pi/K$, the change of $\ln Z$ ($Z$ is the partition function) on tilting a $2\times2$-site surface, $dK/dl$, and the growth rate $2-4\pi/K$ of a second harmonic $\cos(2kh)$.

### Approach to the transition

Near the minimum, $\varphi''=\pi/K^2=4/\pi$, so $\varphi\approx\varphi_{\min}+(2/\pi)(K-\pi/2)^2$. Just above $T_R$ the rough surface therefore has

$$\frac\pi2-K_R\approx\sqrt{\frac\pi2\,(I-\varphi_{\min})}\propto\sqrt{T-T_R}, \tag{16}$$

since $I$ passes through $\varphi_{\min}$ with a finite slope in temperature. With the parameters of the example below, moving from $10^{-5}T_R$ to $4\times10^{-5}T_R$ above the transition multiplied the deficit by $1.9992$, where a square root gives 2. The limit in (15) is thus reached steeply.

At $T_R$ itself the approach is slow in length. Let $x=\pi/K-2$, which is no longer a coordinate here. Then $dx/dl=-(\pi/K^2)\pi^3y^2$, which near $K=\pi/2$ is $-4\pi^2y^2$. Also $K-\pi/2\approx-\pi x/4$. Setting $I=\varphi_{\min}$ gives

$$\frac2\pi\frac{\pi^2x^2}{16}=\frac{\pi^3y^2}{2}\quad\Rightarrow\quad x^2=4\pi^2y^2,\qquad\frac{dx}{dl}=-x^2 .$$

Hence $1/x=l+\text{constant}$, and on a surface of size $L$

$$K(L)\approx\frac\pi2\left[1-\frac{1}{2\ln L}\right] \tag{17}$$

at very large $L$, with $L$ in units of a microscopic length. If $y$ were normalised differently, the factor $4\pi^2$ would change in both relations and cancel again. The coefficient $\frac12$ does not depend on that choice.

### A test on a surface made of discrete heights

A severe test needs a surface that does not contain (1) at all. Take integer heights on the faces of a square lattice, with neighbouring faces differing by $\pm1$. Four faces meet at each vertex. Going round it, two steps go up and two go down, which allows six arrangements. In two of them both diagonal pairs of faces are level; these have weight 1. In the other four, one diagonal pair differs by 2; these cost energy $\varepsilon$ and have weight $w=e^{-\varepsilon/k_BT}$. This is the body-centred solid-on-solid model, equivalent to the six-vertex F model.

The flat states alternate between two heights, such as 0 and 1. Raising all the zeros to 2 gives another flat state, with mean height larger by 1. The layer height is therefore $a=1$.

Consider a periodic strip of width $L$. Its rows are added by a transfer matrix, which conserves the total height change $n$ across the strip. Let $\Lambda_n$ be the largest eigenvalue at given $n$. A slope $n/L$ costs $\frac12K(n/L)^2$ per site in units of $k_BT$, hence $\ln(\Lambda_0/\Lambda_n)=Kn^2/2L$ per row. With $n=4$,

$$K_L=\frac L8\ln\frac{\Lambda_0}{\Lambda_4}. \tag{18}$$

For wide strips the eigenvalues follow from the Bethe equations of the six-vertex model. They are taken here as a known exact solution and are not derived. For $w=1/[2\cos(\alpha/2)]$, $L$ a multiple of 4 and $M=(L-n)/2$ real roots in pairs $\pm\lambda_j$, they read

$$2L\arctan\frac{\tanh\lambda_j}{\tan(\alpha/2)}-2\sum_k\arctan\frac{\tanh(\lambda_j-\lambda_k)}{\tan\alpha}=2\pi I_j,$$

$$\Lambda_n=2w^L\prod_{\lambda_j>0}\left(1+\frac{\sin^2\alpha}{\sinh^2\lambda_j}\right),$$

with $I_j=\pm\frac12,\pm\frac32,\dots,\pm\frac{M-1}2$. For $w<\frac12$ one puts $\alpha=i\eta$ and $\lambda=i\mu$ and continues the arctangents without jumps. The boundary $\alpha\to0$, with $\lambda_j/\alpha$ held finite, is $w=\frac12$, or $k_BT/\varepsilon=1/\ln2=1.4427$. The exact solution places the roughening transition there.

At width 8 the transfer matrix can be diagonalised directly. At the three temperatures used, $k_BT/\varepsilon=1.8205$, $1.4427$ and $0.8874$, this gave $K_8=1.048320$, $1.283386$ and $2.509874$. The Bethe equations gave the same digits.

Wide strips then show the three cases of the flow.

- At $1.8205$, $K_L=1.04700$ for width 128 and $1.04718$ for width 512. The stiffness has settled below $\pi/2=1.5708$.
- At $0.8874$, $K_L$ grows from $22.177$ to $87.749$ between the same widths, nearly in proportion to $L$. By (18), $\ln(\Lambda_0/\Lambda_4)$ is then nearly constant, at $8\times87.749/512=1.37$. Each of the four unit steps costs about $0.34\,k_BT$ per lattice spacing, which is the behaviour of a facet.
- At $1.4427$, $K_L$ is $1.40441$, $1.45883$ and $1.48587$ for widths 64, 512 and 4096. It rises slowly and is still 5% below $\pi/2$ at the largest width.

Fitting the last three values to $K_\infty-c/(\ln L+d)$, the form suggested by (17), gives $K_\infty=1.5663$, within 0.3% of $\pi/2$. The fitted $c=0.66$ is 15% below the value $\pi/4$ implied by (17), so these widths are not yet asymptotic; with $n=8$ in place of $n=4$ the fitted limit ranges from $1.566$ to $1.573$ depending on the widths used. The logarithmic coefficient can be tested separately: $1/(\pi/K_L-2)$ should rise with $\ln L$ at slope 1. Between widths 512 and 4096 the slope is $1.0738$. Slope 1 is the limit for very large $L$. Corrections to it, from terms dropped on the way to (17) and from higher orders in $y$, fade as $1/\ln L$. Since $1/\ln4096=0.12$, an excess of 7% is of a plausible size. The coefficient of the correction has not been derived here.

### What the result means for crystal shape

The Wulff construction bounds an equilibrium crystal by planes whose distance from the centre is the surface free energy per true area divided by a constant $\lambda$, an energy per volume. For a plane $z=\mathbf p\cdot\mathbf r+d$, both the true-area energy and the distance contain the factor $1/\sqrt{1+p^2}$. This cancels, so $d=f(\mathbf p)/\lambda$, and the shape is

$$z(\mathbf r)=\min_{\mathbf p}\left[\frac{f(\mathbf p)}\lambda+\mathbf p\cdot\mathbf r\right].$$

In the rough phase $f=f_0+\frac12\sum_i\tilde\gamma_{R,i}p_i^2$ for small slopes. The minimum lies at $p_i=-\lambda r_i/\tilde\gamma_{R,i}$, so the crystal is rounded with principal curvatures $\lambda/\tilde\gamma_{R,i}$. Their geometric mean tends to $\lambda/\tilde\gamma_R=2\lambda a^2/\pi k_BT_R$ as $T_R$ is approached from above.

Below $T_R$ a slope requires steps, and $f$ rises as $\sigma|\mathbf p|$ for an isotropic step cost. The minimum then stays at $\mathbf p=0$ for $r<\sigma/\lambda$. This is a flat facet of finite radius, with no finite stiffness at zero slope.

### An example in the regime of a metal surface

Take $a=0.144$ nm, bare stiffnesses $8$ and $3.5$ eV/nm², $V=0.015$ eV/nm² and $b=0.4$ nm. The geometric mean stiffness is $\sqrt{8\times3.5}=5.29$ eV/nm², and $\tilde\gamma a^2=0.1097$ eV. The bare estimate is

$$T=\frac{2\times0.1097\ \text{eV}}{\pi k_B}=811\ \text{K}.$$

Solving $I=\varphi_{\min}$ gives $T_R=895$ K, or $k_BT_R=0.07715$ eV. The starting values are then

$$K=\frac{0.1097}{0.07715}=1.422,\qquad y=\frac{0.015\times0.16}{0.07715}=0.0311 .$$

As a check, $\varphi(K)=1.738$ and $\pi^3y^2/2=0.015$. Their difference is $1.723$, which equals $\varphi_{\min}$. The renormalised stiffness is

$$\tilde\gamma_R=\frac\pi2\,\frac{0.07715\ \text{eV}}{(0.144\ \text{nm})^2}=5.84\ \text{eV/nm}^2=0.936\ \text{J/m}^2 .$$

Locking has raised the stiffness, and with it $T_R$, by 10% relative to the bare values.

Finite size matters. On a terrace 100 nm wide, identified with $l=\ln(100/0.4)=5.5$, the flow at $T_R$ reaches $5.58$ eV/nm², 4.5% below the limit. The estimate $1/x=l+1/x_0$ explains this. The start has $x_0=\pi/1.422-2=0.209$, so $1/x\approx5.5+4.8=10.3$, and the shortfall $x/(2+x)$ is about 4.6%.

Temperature matters too: at $1.001\,T_R$, less than 1 K above the transition, $K_R=1.548$, already 1.4% below $\pi/2$.

Below the transition, locking may need a long distance to appear. At $0.9\,T_R$, with the stiffnesses, $V$ and $b$ fixed, $y$ reaches $0.3$ at about 540 nm. The threshold is a convention, so this is an estimate of scale. It also depends on what is held fixed: if $V_0$ is constant instead, (7) with a sharp cutoff at wave number $\pi/b$ raises $V$ by about a quarter on this cooling, and the length drops to about 125 nm. On a 100 nm terrace at that temperature $y$ is still below this threshold, so the surface has not yet reached strong locking in this sense.

### How far the numbers can be trusted

The layer height and the two inequivalent directions are modelled on a silver (110) surface, whose layers are about 0.14 nm high. The stiffnesses, $V$ and $b$ are chosen values, not computed for silver, so 895 K is not a prediction for that metal. Its ratio to a rough melting point of 1200 K is 0.75; the model contains no melting.

One uncertain assumption is that the bare stiffness and $V$ do not depend on temperature. If the stiffness were 10% lower, with $V$ and $b$ fixed, $T_R$ would fall by 81 K to 814 K. The cutoff is also uncertain. Making $b$ 25% smaller or larger at fixed $V$ gives 859 or 941 K. Both changes move $T_R$ but leave relation (15) intact.

The truncation of the flow can be gauged by using its linear form near the endpoint, $x=2\pi y$, from the start. This gives 890 K, a shift of 5 K. It indicates the effect of higher-order terms only if their coefficients, written in the variables $x$ and $2\pi y$, are of order one, and it does not bound them.

Slopes are not very small at the shortest lengths. Summing (4) times $q^2$ up to $\pi/b$ gives $k_BT(\pi/b)^2/4\pi\tilde\gamma$. Returning from stretched to real coordinates multiplies this by $\frac12(\sqrt{\tilde\gamma_x/\tilde\gamma_y}+\sqrt{\tilde\gamma_y/\tilde\gamma_x})$. The mean square slope is $0.078$. Gradient terms beyond the quadratic one therefore matter. If $|\nabla h|^2$ in (1) is replaced by $|\nabla h|^2+c|\nabla h|^4$, averaging over the short waves changes the stiffness of an isotropic surface by a relative amount of about $4c$ times the mean square slope. For $c=-\frac14$, the value obtained by expanding $\sqrt{1+|\nabla h|^2}$, this is a reduction of 8%, which would lower $T_R$ by roughly 60 K. For $c=1$ it is an increase of 31%, and $T_R$ would rise by roughly 250 K. These estimates are first order in $c$. At $c=1$ the higher orders matter: for a square-lattice surface with the same mean square slope the full increase at fixed temperature is about 24%, and the rise of $T_R$ nearer 230 K. The shifts also use the isotropic rule. With the unequal stiffnesses of the example they depend on the form given to the quartic term: they are 17% larger for $\tilde\gamma c|\nabla h|^4/2$ in real coordinates and 8% smaller if the term is isotropic in the stretched coordinates.

Quantum motion is a smaller matter. A mode of energy $\hbar\omega$ has $z\coth z$ times its classical mean square fluctuation, where $z=\hbar\omega/2k_BT$. For a rough phonon energy of 20 meV the excess is 0.56%.

Long-range elastic forces are left out and have not been sized. If locking is strong from the start, the weak-locking flow cannot supply $T_R$ from the bare parameters. The F model shows that (15) can still hold for a surface with discrete heights, when the stiffness used is the one measured at large length. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
correlator exponent, mode sum: 4.9645
correlator exponent, formula: 4.9673
tilt change of ln Z, direct: -1.33798e-04
tilt change of ln Z, pairs: -1.33840e-04
dK/dl at K=1.4, y=0.05, quadrature: 0.07733
dK/dl at K=1.4, y=0.05, formula: 0.07752
F model rough: kT/eps = 1.8205
  K width 8, direct / Bethe: 1.048320 / 1.048320
F model critical: kT/eps = 1.4427
  K width 8, direct / Bethe: 1.283386 / 1.283386
F model locked: kT/eps = 0.8874
  K width 8, direct / Bethe: 2.509874 / 2.509874
K rough, widths 128, 512: 1.04700, 1.04718
K locked, widths 128, 512: 22.177, 87.749
K critical, width 64: 1.40441
K critical, width 512: 1.45883
K critical, width 4096: 1.48587
K critical, extrapolated: 1.5663
pi/2: 1.5708
slope of 1/(pi/K-2) against ln L: 1.0738
layer height a: 0.144 nm; cutoff b: 0.4 nm
bare stiffnesses: 8.0, 3.5 eV/nm^2
geometric mean stiffness: 5.2915 eV/nm^2
locking amplitude V: 0.015 eV/nm^2
T from bare stiffness: 810.6 K
roughening temperature T_R: 895.3 K
k T_R: 0.07715 eV
starting K and y at T_R: 1.4222, 0.03111
renormalised stiffness at T_R: 5.8442 eV/nm^2
  the same in SI: 0.9363 J/m^2
K settled at 1.001 T_R, flow: 1.54820
cusp ratio for 4x distance from T_R: 1.9992
stiffness at T_R on 100 nm: 5.5799 eV/nm^2
  shortfall from infinite length: 4.52 %
length where y = 0.3 at 0.9 T_R: 539 nm
T_R if bare stiffness is 10 % lower: 813.9 K
T_R for b 25 % smaller, larger: 858.9, 940.8 K
T_R from flow linearised at its end: 890.3 K
mean square slope, wave numbers to pi/b: 0.0778
rough phonon energy: 20 meV
quantum excess of mode fluctuation: 0.56 %
second harmonic growth rate at T_R: -6.0
T_R / rough melting point (1200 K): 0.75
```
